# Canonical variational transition-state theory: least one-way flux, greatest activation free energy: a program that tests the result

```python
"""Canonical variational transition-state theory, classical mechanics.
Result under test: the one-way thermal flux through a dividing surface S,
  k(T,S) = (kB T/h) exp(-dG(T,S)/(kB T)),  dG = -kB T ln(Q_S/Q_R),
bounds the true rate from above; its minimum over S is the maximum of dG.
Q_S: partition function on S (motion along the normal removed);
Q_R: partition function of the reactant.
Model A: two-dimensional double well, reduced units, unit masses.
Model B: bond breaking, V = U(r) + W(r)(1 - cos theta); r is the fragment
distance, theta the angle between the axis of a rotor and the bond.
Units in model B: eV, angstrom, atomic mass unit u, ps, K.
"""
import numpy as np
from scipy import constants as sc
from scipy import integrate, optimize, special

simpson = integrate.simpson

# ---------------- Model A: general surfaces in two dimensions ----------------
kT2 = 0.2


def V2(x, y):
    return (x**2 - 1)**2 + (y - x)**2


def grad_V2(x, y):
    return 4*x*(x**2 - 1) - 2*(y - x), 2*(y - x)


yg = np.linspace(-2.5, 2.5, 2001)


def line_integral(X, dX, y=yg):
    """Boltzmann-weighted length of the curve x = X(y)."""
    return simpson(np.sqrt(1 + dX**2)*np.exp(-V2(X, y)/kT2), x=y)


def condition_residual(X, dX, ddX):
    """div n - n.grad V/kT on the curve x = X(y)."""
    root = np.sqrt(1 + dX**2)
    gx, gy = grad_V2(X, yg)
    return -ddX/root**3 - (gx - dX*gy)/root/kT2


# one-way flux from its phase-space definition, on a curved surface
yc = np.linspace(-2.5, 2.5, 81)
pg = np.linspace(-7, 7, 281)*np.sqrt(kT2)
px, py = np.meshgrid(pg, pg, indexing="ij")
maxwell = np.exp(-(px**2 + py**2)/(2*kT2))
dp = pg[1] - pg[0]
Xc, dXc = 0.1 - 0.3*yc + 0.1*yc**2, -0.3 + 0.2*yc
moment = np.array([np.sum(maxwell*np.maximum(px - m*py, 0))*dp**2
                   for m in dXc])
flux_definition = simpson(moment*np.exp(-V2(Xc, yc)/kT2), x=yc)
X0, dX0 = 0.1 - 0.3*yg + 0.1*yg**2, -0.3 + 0.2*yg
flux_formula = kT2*np.sqrt(2*np.pi*kT2)*line_integral(X0, dX0)
# tolerance: the momentum grid meets a kink at zero normal velocity
assert abs(flux_definition/flux_formula - 1) < 1e-3

# first variation of the flux under a deformation of the surface
g, dg, eps = np.cos(yg), -np.sin(yg), 1e-4
fd = (line_integral(X0 + eps*g, dX0 + eps*dg)
      - line_integral(X0 - eps*g, dX0 - eps*dg))/(2*eps)
variation = simpson(g*np.exp(-V2(X0, yg)/kT2)
                    * condition_residual(X0, dX0, 0.2 + 0*yg), x=yg)
assert abs(fd - variation) < 1e-5*abs(variation)


# numerical minimisation, then the local condition on the optimum
def cubic(c):
    return (c[0]*yg + c[1]*yg**3, c[0] + 3*c[1]*yg**2, 6*c[1]*yg)


def log_flux(c):
    X, dX, _ = cubic(c)
    return np.log(line_integral(X, dX))


def rms_residual(c):
    X, dX, ddX = cubic(c)
    weight = np.sqrt(1 + dX**2)*np.exp(-V2(X, yg)/kT2)
    res = condition_residual(X, dX, ddX)
    return np.sqrt(simpson(weight*res**2, x=yg)/simpson(weight, x=yg))


slope = optimize.minimize_scalar(lambda c: log_flux([c, 0.0]),
                                 bounds=(-1.0, 0.5), method="bounded",
                                 options={"xatol": 1e-9}).x
curved = optimize.minimize(log_flux, [slope, 0.0], method="BFGS",
                           options={"gtol": 1e-7}).x
res_naive, res_line, res_curved = [rms_residual(c) for c in
                                   ([0.0, 0.0], [slope, 0.0], curved)]
assert res_curved < res_line < res_naive
assert res_curved < 0.01*res_naive
ratio_line = np.exp(log_flux([slope, 0.0]) - log_flux([0.0, 0.0]))
assert ratio_line < 1

# ---------------- Model B: bond breaking without a saddle point --------------
kB = sc.k/sc.e                               # eV/K
EV_U = sc.e/sc.atomic_mass*1e-4              # (angstrom/ps)^2 per eV/u
D, a, r0 = 3.0, 1.5, 2.0                     # Morse bond
W0, aw = 2.0, 1.3                            # hindrance and its decay
m1, m2, inertia = 100.0, 15.0, 1.8           # u, u, u angstrom^2
mu = m1*m2/(m1 + m2)
T0 = 1100.0
kT = kB*T0


def U(r):
    return D*(1 - np.exp(-a*(r - r0)))**2


def dU_dr(r):
    e = np.exp(-a*(r - r0))
    return 2*D*a*e*(1 - e)


def W(r):
    return W0*np.exp(-aw*(r - r0))


def density(r, T, rotors=1):
    """Unnormalised probability density of r; angle integrated out."""
    w = W(r)/(kB*T)
    return r**2*np.exp(-U(r)/(kB*T))*(-np.expm1(-2*w)/w)**rotors


r_well = np.linspace(1.0, 4.0, 4001)         # reactant region


def Z_reactant(T, rotors=1):
    return simpson(density(r_well, T, rotors), x=r_well)


def dG(r, T, rotors=1):
    """Generalised activation free energy in eV."""
    wavelength = 1e10*sc.h/np.sqrt(2*np.pi*mu*sc.atomic_mass*sc.k*T)
    return -kB*T*np.log(wavelength*density(r, T, rotors)
                        / Z_reactant(T, rotors))


def rate(r, T, rotors=1):
    return sc.k*T/sc.h*np.exp(-dG(r, T, rotors)/(kB*T))


def best_r(T, rotors=1):
    return optimize.minimize_scalar(lambda r: -dG(r, T, rotors),
                                    bounds=(3.2, 9.0), method="bounded",
                                    options={"xatol": 1e-9}).x


def mean_one_minus_cos(r, T):
    w = W(r)/(kB*T)
    return 1/w - 2/np.expm1(2*w)


def mean_V(r, T):
    return U(r) + W(r)*mean_one_minus_cos(r, T)


def activation_U(r, T):
    """Internal-energy part of dG."""
    p = density(r_well, T)
    V_R = simpson(p*mean_V(r_well, T), x=r_well)/simpson(p, x=r_well)
    return mean_V(r, T) - V_R - kB*T/2


rs = best_r(T0)
ks = rate(rs, T0)

# rate at one surface from velocity and angle quadrature
cn, cw = np.polynomial.legendre.leggauss(80)


def angular(r):
    return np.sum(cw*np.exp(-W(r)*(1 - cn)/kT))


vth = np.sqrt(kT*EV_U/mu)
mean_v = vth*integrate.quad(lambda z: z*np.exp(-z*z/2), 0, 12)[0] \
    / integrate.quad(lambda z: np.exp(-z*z/2), -12, 12)[0]
Z_direct = simpson([r*r*np.exp(-U(r)/kT)*angular(r) for r in r_well],
                   x=r_well)
r_test = 4.5
k_direct = 1e12*mean_v*r_test**2*np.exp(-U(r_test)/kT)*angular(r_test)/Z_direct
assert abs(k_direct/rate(r_test, T0) - 1) < 1e-6

# stationarity: 2/r = <dV/dr>/kT at the optimum, and a true interior minimum
mean_slope = dU_dr(rs) - aw*W(rs)*mean_one_minus_cos(rs, T0)
assert abs(2/rs - mean_slope/kT) < 1e-4
r_scan = np.linspace(3.2, 9.0, 2901)
assert abs(r_scan[np.argmin(rate(r_scan, T0))] - rs) < 0.003
assert ks < rate(3.2, T0) and ks < rate(9.0, T0)

# entropy at a fixed surface, and activation energy with a moving surface
dS_fd = -(dG(r_test, T0 + 1) - dG(r_test, T0 - 1))/2
dS_energy = (activation_U(r_test, T0) - dG(r_test, T0))/T0
assert abs(dS_fd - dS_energy)*T0 < 1e-4
Ea = activation_U(rs, T0) + kT
Ea_fd = kB*T0**2*(np.log(rate(best_r(T0 + 2), T0 + 2))
                  - np.log(rate(best_r(T0 - 2), T0 - 2)))/4
assert abs(Ea - Ea_fd) < 2e-4

# plain mean-force profile in the label n = exp(-a(r-r0))
r_fine = np.linspace(1.0, 9.0, 16001)
cumulative = integrate.cumulative_trapezoid(density(r_fine, T0), r_fine,
                                            initial=0)
n_fine = np.exp(-a*(r_fine - r0))
# differences are taken outside the well, where the sum is restarted
out = r_fine > 3.2
tail = integrate.cumulative_trapezoid(density(r_fine[out], T0), r_fine[out],
                                      initial=0)
p_n = np.abs(np.gradient(tail, n_fine[out]))
inner = slice(5, -5)
r_out_grid = r_fine[out][inner]
r_pmf = r_out_grid[np.argmin(p_n[inner])]
restored = p_n[inner]*a*n_fine[out][inner]   # gradient factor put back
assert abs(r_out_grid[np.argmin(restored)] - rs) < 0.02
assert rs - r_pmf > 0.1
k_pmf = rate(r_pmf, T0)


# surfaces r = a0 + a1 cos(theta)
def rate_tilted(q):
    rr = q[0] + q[1]*cn
    if rr.min() < 3.0 or rr.max() > 9.0:
        return 1e3*ks
    stretch = np.sqrt(1 + mu*q[1]**2*(1 - cn**2)*(1/inertia + 1/(mu*rr**2)))
    total = np.sum(cw*rr**2*stretch*np.exp(-(U(rr) + W(rr)*(1 - cn))/kT))
    return 1e12*vth/np.sqrt(2*np.pi)*total/Z_reactant(T0)


assert abs(rate_tilted([rs, 0.0])/ks - 1) < 1e-6
tilt = optimize.minimize(rate_tilted, [rs, 0.0], method="Nelder-Mead",
                         options={"initial_simplex": [[rs, 0.0],
                                                      [rs + 0.1, 0.0],
                                                      [rs, 0.1]],
                                  "xatol": 1e-5, "fatol": 1e-8*ks})
k_tilt = tilt.fun
assert k_tilt < ks

# ---------------- trajectories: true rate from two surfaces ------------------
rng = np.random.default_rng(7)
r_in, r_far, dt = 2.5, 9.0, 0.0015


def dot(p, q):
    return np.einsum("ij,ij->j", p, q)


def accelerations(R, u):
    r = np.sqrt(dot(R, R))
    e = R/r
    c = dot(u, e)
    Wr = W(r)
    force = -(dU_dr(r) - aw*Wr*(1 - c))*e + Wr/r*(u - c*e)
    return force*EV_U/mu, Wr*(e - c*u)*EV_U/inertia


def energy(R, v, u, w):
    r = np.sqrt(dot(R, R))
    return (0.5*(mu*dot(v, v) + inertia*dot(w, w))/EV_U + U(r)
            + W(r)*(1 - dot(u, R)/r))


def reaches_product(R, v, u, w, max_steps=12000):
    """1 if r_far is reached before r_in, else 0."""
    result = np.zeros(R.shape[1])
    alive = np.arange(R.shape[1])
    E0 = energy(R, v, u, w)
    drift = 0.0
    aR, au = accelerations(R, u)
    for step in range(1, max_steps + 1):
        v = v + 0.5*dt*aR
        w = w + 0.5*dt*au
        R = R + dt*v
        speed = np.sqrt(dot(w, w)) + 1e-12
        co, si = np.cos(speed*dt), np.sin(speed*dt)
        u, w = u*co + w/speed*si, w*co - u*speed*si
        aR, au = accelerations(R, u)
        v = v + 0.5*dt*aR
        w = w + 0.5*dt*au
        if step % 4 == 0:
            r = np.sqrt(dot(R, R))
            done = (r < r_in) | (r > r_far)
            if done.any():
                change = energy(R[:, done], v[:, done], u[:, done],
                                w[:, done]) - E0[done]
                drift = max(drift, np.abs(change).max())
                result[alive[done]] = r[done] > r_far
                keep = ~done
                R, v, u, w = R[:, keep], v[:, keep], u[:, keep], w[:, keep]
                aR, au = aR[:, keep], au[:, keep]
                alive, E0 = alive[keep], E0[keep]
                if alive.size == 0:
                    break
    return result, drift, alive.size


def transmission(r, n=5000):
    """Net over one-way flux, from flux-weighted starts on the sphere r."""
    R = np.zeros((3, n))
    R[0] = r
    v = vth*rng.standard_normal((3, n))
    v[0] = vth*np.sqrt(-2*np.log(1 - rng.random(n)))
    b = W(r)/kT
    c = 1 + np.log(1 - rng.random(n)*(-np.expm1(-2*b)))/b
    c = np.clip(c, -1, 1)
    s, phi = np.sqrt(1 - c*c), 2*np.pi*rng.random(n)
    u = np.array([c, s*np.cos(phi), s*np.sin(phi)])
    w = np.sqrt(kT*EV_U/inertia)*rng.standard_normal((3, n))
    w = w - dot(w, u)*u
    hit, drift, left = reaches_product(np.hstack([R, R]), np.hstack([v, -v]),
                                       np.hstack([u, u]), np.hstack([w, -w]))
    # leapfrog energy error at this step is of order 0.01 eV in the well
    assert drift < 0.04
    assert left < 0.002*2*n
    net = hit[:n] - hit[n:]
    return net.mean(), net.std()/np.sqrt(n)


r_bad = 4.2
kap_s, err_s = transmission(rs)
kap_b, err_b = transmission(r_bad)
k_bad = rate(r_bad, T0)
true_s, true_b = kap_s*ks, kap_b*k_bad
sig_s, sig_b = err_s*ks, err_b*k_bad
# tolerance: four standard errors of the sampled difference
assert abs(true_s - true_b) < 4*np.hypot(sig_s, sig_b)
assert kap_b < kap_s
assert true_s < k_tilt + 3*sig_s

# ---------------- sizes of neglected effects ---------------------------------
hbar_ps = sc.hbar*1e12/sc.e                  # eV ps
E_str = hbar_ps*a*np.sqrt(2*D*EV_U/mu)
E_bend = hbar_ps*np.sqrt(W0*EV_U*(1/inertia + 1/(mu*r0**2)))


def quantum_ratio(E):
    x = E/kT
    return 2*np.sinh(x/2)/x


f_quantum = quantum_ratio(E_str)*quantum_ratio(E_bend)**2
h = 0.01
G2 = (dG(rs + h, T0) - 2*dG(rs, T0) + dG(rs - h, T0))/h**2
assert G2 < 0
f_tunnel = 1 + (hbar_ps*np.sqrt(-G2*EV_U/mu)/kT)**2/24
r_two = best_r(T0, 2)
f_two = rate(r_two, T0, 2)/ks
C6 = 100.0
E_disp = C6/rs**6
P_torr, sigma, m_gas, s_eff = 50.0, 80.0, 28.0, 15
m_pair = (m1 + m2)*m_gas/(m1 + m2 + m_gas)*sc.atomic_mass
Z_coll = (P_torr*sc.torr/(sc.k*T0)*sigma*1e-20
          * np.sqrt(8*sc.k*T0/(np.pi*m_pair)))
active = special.gammaincc(s_eff, D/kT)
falloff = 3*ks/(Z_coll*active)

# ---------------- printed numbers --------------------------------------------
print("MODEL A (reduced units, barrier = 1)")
print(f"kT = {kT2}; best straight line x = c*y, c = {slope:.4f}")
print(f"flux, best line / line x=0: {ratio_line:.4f}")
print(f"rms of local condition, x=0: {res_naive:.3f}")
print(f"rms of local condition, best line: {res_line:.4f}")
print(f"rms of local condition, best cubic: {res_curved:.5f}")
print("MODEL B inputs (rough typical values)")
print(f"D = {D} eV, a = {a} /angstrom, r0 = {r0} angstrom")
print(f"W0 = {W0} eV, decay of W = {aw} /angstrom")
print(f"masses {m1}, {m2} u; reduced mass {mu:.3f} u")
print(f"rotor inertia = {inertia} u angstrom^2")
print(f"T = {T0:.0f} K, kB T = {kT:.5f} eV")
print("r (angstrom), dU (eV), T dS (eV), dG (eV), k (1/s)")
for r in (3.5, r_bad, r_test, rs, 6.0, 7.0):
    e_, g_ = activation_U(r, T0), dG(r, T0)
    print(f"  {r:.3f}  {e_:.4f}  {e_ - g_:.4f}  {g_:.4f}  {rate(r, T0):.3f}")
print(f"best distance r* = {rs:.4f} angstrom")
print(f"2/r* = {2/rs:.4f}, <dV/dr>/kT = {mean_slope/kT:.4f} /angstrom")
print(f"dG max = {dG(rs, T0):.4f} eV = "
      f"{dG(rs, T0)*sc.e*sc.N_A/1e3:.1f} kJ/mol")
print(f"k at r*, one bond = {ks:.3f} 1/s; three bonds = {3*ks:.3f} 1/s")
print(f"activation energy: formula {Ea:.4f} eV, slope {Ea_fd:.4f} eV")
print(f"Arrhenius prefactor, one bond = {ks*np.exp(Ea/kT):.3e} 1/s")
print("T (K), r* (angstrom), dG (eV), k one bond (1/s), half-life (s)")
for T in (800.0, T0, 1400.0):
    rb = best_r(T)
    kb = rate(rb, T)
    print(f"  {T:.0f}  {rb:.3f}  {dG(rb, T):.4f}  {kb:.3e}  "
          f"{np.log(2)/(3*kb):.3e}")
print(f"bond-order mean-force maximum at r = {r_pmf:.3f} angstrom")
print(f"flux there / flux at r* = {k_pmf/ks:.4f}")
print(f"tilted surface: a0 = {tilt.x[0]:.3f}, a1 = {tilt.x[1]:.3f} angstrom")
print(f"k tilted = {k_tilt:.3f} 1/s; ratio to sphere {k_tilt/ks:.4f}")
print(f"trajectory limits: {r_in} and {r_far} angstrom; 5000 starts each")
print(f"kappa at r* = {kap_s:.3f} +- {err_s:.3f}")
print(f"kappa at {r_bad} angstrom = {kap_b:.3f} +- {err_b:.3f}")
print(f"true rate from r* = {true_s:.3f} +- {sig_s:.3f} 1/s")
print(f"true rate from {r_bad} angstrom = {true_b:.3f} +- {sig_b:.3f} 1/s")
print("NEGLECTED EFFECTS")
print(f"quanta: stretch {E_str:.4f} eV, bend {E_bend:.4f} eV")
print(f"quantum reactant vibration: k times {f_quantum:.3f}")
print(f"tunnelling estimate: k times {f_tunnel:.5f}")
print(f"second rotor, same W: k times {f_two:.2f}, r* = {r_two:.3f} angstrom")
print(f"dispersion, C6 = {C6:.0f} eV angstrom^6: {E_disp:.5f} eV at r*,"
      f" k times {np.exp(E_disp/kT):.3f}")
print(f"gas: {P_torr:.0f} Torr, {m_gas:.0f} u, cross-section "
      f"{sigma:.0f} angstrom^2")
print(f"collision rate = {Z_coll:.3e} 1/s")
print(f"fraction above D, {s_eff} oscillators = {active:.3e}")
print(f"three-bond k / low-pressure supply rate = {falloff:.3e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
MODEL A (reduced units, barrier = 1)
kT = 0.2; best straight line x = c*y, c = -0.4237
flux, best line / line x=0: 0.8395
rms of local condition, x=0: 3.162
rms of local condition, best line: 0.0494
rms of local condition, best cubic: 0.00240
MODEL B inputs (rough typical values)
D = 3.0 eV, a = 1.5 /angstrom, r0 = 2.0 angstrom
W0 = 2.0 eV, decay of W = 1.3 /angstrom
masses 100.0, 15.0 u; reduced mass 13.043 u
rotor inertia = 1.8 u angstrom^2
T = 1100 K, kB T = 0.09479 eV
r (angstrom), dU (eV), T dS (eV), dG (eV), k (1/s)
  3.500  2.2973  0.1454  2.1518  3171.862
  4.200  2.6581  0.2366  2.4215  184.450
  4.500  2.7208  0.2599  2.4609  121.731
  5.214  2.7822  0.2961  2.4861  93.338
  6.000  2.7987  0.3241  2.4746  105.380
  7.000  2.8026  0.3536  2.4490  137.931
best distance r* = 5.2140 angstrom
2/r* = 0.3836, <dV/dr>/kT = 0.3836 /angstrom
dG max = 2.4861 eV = 239.9 kJ/mol
k at r*, one bond = 93.338 1/s; three bonds = 280.014 1/s
activation energy: formula 2.8770 eV, slope 2.8770 eV
Arrhenius prefactor, one bond = 1.416e+15 1/s
T (K), r* (angstrom), dG (eV), k one bond (1/s), half-life (s)
  800  5.430  2.5762  9.833e-04  2.350e+02
  1100  5.214  2.4861  9.334e+01  2.475e-03
  1400  5.048  2.4132  5.993e+04  3.855e-06
bond-order mean-force maximum at r = 4.309 angstrom
flux there / flux at r* = 1.6441
tilted surface: a0 = 5.204, a1 = 0.028 angstrom
k tilted = 93.161 1/s; ratio to sphere 0.9981
trajectory limits: 2.5 and 9.0 angstrom; 5000 starts each
kappa at r* = 0.878 +- 0.005
kappa at 4.2 angstrom = 0.446 +- 0.007
true rate from r* = 81.988 +- 0.431 1/s
true rate from 4.2 angstrom = 82.191 +- 1.297 1/s
NEGLECTED EFFECTS
quanta: stretch 0.0658 eV, bend 0.0693 eV
quantum reactant vibration: k times 1.066
tunnelling estimate: k times 1.00009
second rotor, same W: k times 25.47, r* = 4.610 angstrom
dispersion, C6 = 100 eV angstrom^6: 0.00498 eV at r*, k times 1.054
gas: 50 Torr, 28 u, cross-section 80 angstrom^2
collision rate = 3.571e+08 1/s
fraction above D, 15 oscillators = 3.607e-04
three-bond k / low-pressure supply rate = 2.174e-03
ALL CHECKS PASSED
```
